**Q:** I computed an absorption spectrum in the random-phase approximation (RPA) and again in the Tamm-Dancoff approximation (TDA). The weak lines hardly moved, but the strongest line became far too intense. What is the difference between the two calculations?

**A:** A model with few ingredients shows it. Let $a$ label the transitions of one electron from an occupied to an empty orbital, with bare energies $\varepsilon_a>0$ and real dipole moments $d_a$, taken as lengths along one polarization. Treat the operators $b_a^\dagger$ that create these excitations as bosons. This is the mean-field response picture, reasonable while the ground state contains few excited pairs. Let the interaction be separable, with real form factors $q_a$:

$$H=\sum_a\varepsilon_a b_a^\dagger b_a+\frac{\lambda}{2}Q^2,\qquad Q=\sum_a q_a(b_a+b_a^\dagger),\qquad D=\sum_a d_a(b_a+b_a^\dagger).$$

I set $m=\hbar=1$. With $L=\sum_a q_ab_a$ we have $Q=L+L^\dagger$ and $[L,L^\dagger]=\sum_a q_a^2$, so

$$\frac{\lambda}{2}Q^2=\lambda L^\dagger L+\frac{\lambda}{2}\left(L^2+L^{\dagger2}\right)+\text{const}.$$

The first term moves an excitation from one transition to another. The bracket destroys or creates two excitations at once. RPA keeps both terms; TDA drops the bracket.

To find the RPA lines, seek $O^\dagger=\sum_a(X_ab_a^\dagger-Y_ab_a)$ with $[H,O^\dagger]=\omega O^\dagger$. Since $[Q,b_a^\dagger]=q_a$ and $[Q,b_a]=-q_a$,

$$[H,b_a^\dagger]=\varepsilon_ab_a^\dagger+\lambda q_aQ,\qquad [H,b_a]=-\varepsilon_ab_a-\lambda q_aQ.$$

Comparing the coefficients of $b_a^\dagger$ and of $b_a$ gives, with $T=\sum_a q_a(X_a+Y_a)$,

$$\varepsilon_aX_a+\lambda q_aT=\omega X_a,\qquad \varepsilon_aY_a+\lambda q_aT=-\omega Y_a. \tag{1}$$

In matrix language, $A_{ab}=\varepsilon_a\delta_{ab}+\lambda q_aq_b$ and $B_{ab}=\lambda q_aq_b$. The condition $[O,O^\dagger]=1$ gives $\sum_a(X_a^2-Y_a^2)=1$. The transition moment is $D_n=\langle[D,O^\dagger]\rangle=\sum_ad_a(X_a+Y_a)$. In TDA, $Y=0$ and $X$ is a normalized eigenvector of $A$.

**Q:** Where does the sum rule enter?

**A:** For one polarization the oscillator strength is $f_n=2m\omega_nD_n^2/\hbar^2$, with $\omega_n$ an energy; in our units $f_n=2\omega_nD_n^2$. Expand a double commutator in the ground state and insert the complete set of eigenstates:

$$\langle[D,[H,D]]\rangle=\langle 2DHD-D^2H-HD^2\rangle=2\sum_n\omega_nD_n^2=\sum_nf_n.$$

In RPA, $Q$ and $D$ are both built from $b_a+b_a^\dagger$, so they commute and the interaction drops out:

$$[H,D]=\sum_a\varepsilon_ad_a(b_a^\dagger-b_a).$$

Because $[b_a+b_a^\dagger,\,b_a^\dagger-b_a]=2$,

$$\sum_nf_n^{\rm RPA}=2\sum_a\varepsilon_ad_a^2. \tag{2}$$

This is the sum for the bare transitions. It equals the number of electrons if the set of transitions is complete and the one-body potential is local. A truncated band has a smaller sum, but RPA still preserves it in this model.

In TDA the interaction is $\lambda L^\dagger L$. With $d\cdot q=\sum_ad_aq_a$ we have $[L,D]=d\cdot q$ and $[L^\dagger,D]=-d\cdot q$, hence

$$[L^\dagger L,D]=(d\cdot q)(L^\dagger-L),\qquad [D,L^\dagger-L]=2\,d\cdot q,$$

$$\sum_nf_n^{\rm TDA}=2\sum_a\varepsilon_ad_a^2+2\lambda(d\cdot q)^2. \tag{3}$$

Unless $d\cdot q=0$, the error is an excess for $\lambda>0$ and a deficit for $\lambda<0$. The dropped bracket would have repaired it, since

$$\tfrac12[L^2+L^{\dagger2},D]=(d\cdot q)(L-L^\dagger)$$

cancels the commutator of $L^\dagger L$.

**Q:** That is the algebra. What has gone wrong physically?

**A:** The combination $b_a+b_a^\dagger$ acts like a position and $i(b_a^\dagger-b_a)$ like a momentum. The full interaction depends on positions alone. Define $P=i(L^\dagger-L)$. Then

$$Q^2+P^2=(L+L^\dagger)^2-(L^\dagger-L)^2=2(LL^\dagger+L^\dagger L)=4L^\dagger L+2\sum_aq_a^2,$$

$$\lambda L^\dagger L=\frac{\lambda}{4}(Q^2+P^2)-\frac{\lambda}{2}\sum_aq_a^2.$$

Dropping the pair terms has halved the position-dependent interaction and replaced the other half by a momentum-dependent one. The dipole then obeys

$$\frac{dD}{dt}=i[H_{\rm TDA},D]=i\sum_a\varepsilon_ad_a(b_a^\dagger-b_a)+\lambda(d\cdot q)P.$$

The first term is the ordinary electron velocity. The second is a spurious current made by the approximation. For $\lambda>0$ it makes the dipole respond as though the electrons were lighter, and the f-sum measures this inverse inertia.

**Q:** Is this an artefact of bosons and an invented interaction? My electrons have exchange.

**A:** There is a two-electron system in which the separable form follows from Hartree-Fock. Put two electrons of opposite spin in an even one-dimensional well, with interaction $\lambda x_1x_2$. Let the occupied orbital be $0$ and the empty ones $a,b$. For real orbitals the two-electron integrals are $(pr|st)=\lambda x_{pr}x_{st}$, and $x_{00}=0$ by parity.

The Hartree potential, proportional to $x_{00}$, vanishes. Exchange adds $-\lambda x_{0a}x_{0b}$ to the Fock matrix between empty orbitals. With $\varepsilon_a$ the bare one-electron excitation energies, the singlet matrices are

$$A_{ab}=\varepsilon_a\delta_{ab}-\lambda x_{0a}x_{0b}+2\lambda x_{0a}x_{0b}-\lambda x_{ab}x_{00}=\varepsilon_a\delta_{ab}+\lambda x_{0a}x_{0b},$$

$$B_{ab}=2\lambda x_{0a}x_{0b}-\lambda x_{0a}x_{0b}=\lambda x_{0a}x_{0b}.$$

So $q_a=x_{0a}$, while the singlet dipole moment is $d_a=\sqrt2\,x_{0a}$. The exact sum is 2, because $[x,[p^2/2,x]]=[x,-ip]=1$ for each electron and the potentials commute with $x$.

I took the well $x^2/2+0.05x^4$ and $\lambda=0.40$, in atomic units, and diagonalized the two-electron Hamiltonian in a finite basis. That calculation includes the correlation that RPA treats only approximately; its remaining error is that of the basis. The strong line lies at 1.290 hartree with $f=1.997$. RPA gives 1.287 hartree and 1.998; TDA gives 1.299 hartree and 2.316. Relative to the diagonalization, the TDA energy is 0.7% too high and the strength 16% too large. The TDA sum is 2.318 instead of 2.

**Q:** Why does the strong line suffer so much more in intensity than in energy?

**A:** Take $d_a=q_a$, so that light couples to the same coordinate as the interaction, and let all bare energies equal $\varepsilon$. Define

$$S=\sum_aq_a^2,\qquad G=\frac{\lambda S}{\varepsilon}.$$

In TDA the normalized vector $X_a=q_a/\sqrt S$ is an eigenvector of $A$:

$$\omega_{\rm TDA}=\varepsilon+\lambda S=\varepsilon(1+G),\qquad D_{\rm TDA}^2=S.$$

For RPA, solve (1) for general $\varepsilon_a$, since we shall need it again:

$$X_a=\frac{\lambda q_aT}{\omega-\varepsilon_a},\qquad Y_a=-\frac{\lambda q_aT}{\omega+\varepsilon_a}.$$

Multiplying $X_a+Y_a$ by $q_a$, summing and dividing by $T$ gives the energies; the normalization gives the moment, because $D=T$ when $d=q$:

$$1=\lambda\sum_a\frac{2\varepsilon_aq_a^2}{\omega^2-\varepsilon_a^2},\qquad 1=\lambda^2D^2\sum_a\frac{4\varepsilon_a\omega q_a^2}{(\omega^2-\varepsilon_a^2)^2}. \tag{4}$$

The corresponding TDA equations keep $X$ alone:

$$1=\lambda\sum_a\frac{q_a^2}{\omega-\varepsilon_a},\qquad 1=\lambda^2D^2\sum_a\frac{q_a^2}{(\omega-\varepsilon_a)^2}. \tag{5}$$

For equal energies, (4) gives $\omega^2-\varepsilon^2=2\lambda S\varepsilon$. Inserting this in the normalization gives $1=D^2\omega/(\varepsilon S)$. Therefore

$$\omega_{\rm RPA}=\varepsilon\sqrt{1+2G},\qquad D_{\rm RPA}^2=\frac{S}{\sqrt{1+2G}}.$$

The strengths are $2\varepsilon S$ in RPA and $2\varepsilon S(1+G)$ in TDA. For the energies,

$$\left(\frac{\omega_{\rm TDA}}{\omega_{\rm RPA}}\right)^2=\frac{(1+G)^2}{1+2G}=1+\frac{G^2}{1+2G},$$

so the relative energy error is about $G^2/2$ at small $G$, while the strength error is $G$. At $G=0.10$ these ratios give 0.4% in energy and 10% in strength; at $G=1$, 15% and 100%.

Collectivity matters because $N$ equal transitions give $G=N\lambda q^2/\varepsilon$. Each may be weakly coupled by itself while their coherent sum is not.

**Q:** What if the interaction is attractive?

**A:** Then $G<0$ and TDA loses strength. At $G=-0.30$ it gives 70% of the RPA strength, though its energy is still 11% higher. As $G\to-1/2$ the RPA energy falls to zero: the assumed ground state becomes unstable and the comparison ends. The TDA energy shows no sign of the instability: it is still $\varepsilon/2$ there.

**Q:** A real band is not degenerate. Can you give me a spectrum?

**A:** Take ten transitions at 4.0, 4.2, …, 5.8 eV, each with $d^2=0.5$ bohr², and a weak one at 2.0 eV with $d^2=0.005$ bohr². Let $q=d$ and $\lambda=0.80$ eV/bohr². These are round model parameters. Then

$$S=10(0.5)+0.005=5.005\ \text{bohr}^2,$$

$$\sum_a\varepsilon_ad_a^2=0.5(49.0)+0.005(2.0)=24.51\ \text{eV bohr}^2.$$

By (2) and (3), the relative excess is

$$\frac{\lambda S^2}{\sum_a\varepsilon_ad_a^2}=\frac{0.80(5.005)^2}{24.51}=0.818.$$

Equation (2) gives $2(24.51)=49.02$ eV bohr²; converting eV to hartree, so that $m=\hbar=1$ holds, makes this a pure number. The dimensionless sum is 1.80 in RPA and $1.80(1+0.818)=3.27$ in TDA.

The collective line lies at 8.06 eV in RPA and 8.98 eV in TDA, an 11% error relative to RPA. Its $D^2$ rises from 2.98 to 4.90 bohr², and its $f$ from 1.76 to 3.24, an 83% error. The increase in this one line equals the total excess to within 0.1%.

**Q:** Why do the other lines in the band escape?

**A:** They are trapped. Write $R(\omega)=\sum_aq_a^2/(\omega-\varepsilon_a)$. Between neighbouring bare energies $R$ falls from $+\infty$ to $-\infty$, so the TDA condition $R=1/\lambda$ has one root there. The RPA sum in (4) behaves in the same way. For $\lambda>0$ one further root lies above the band: the collective line.

Splitting the fraction in (4) turns the RPA condition into

$$R(\omega)=\frac1\lambda+P_+(\omega),\qquad P_+(\omega)=\sum_a\frac{q_a^2}{\omega+\varepsilon_a}.$$

By the mean-value theorem, the two roots in a gap differ by $P_+/|R'|$, with $R'$ taken between them. Inside the band $\omega>4$ eV, so $P_+$ is below 0.63 bohr²/eV. The two neighbouring poles alone make $|R'|\ge8(0.5)/(0.2)^2=100$ bohr²/eV². The energy difference is therefore below 6.3 meV; the largest found is 4.2 meV.

The same slope limits the intensity. By (5), $D^2=1/(\lambda^2|R'|)\le0.016$ bohr² for each trapped TDA line, far below the collective 4.90 bohr². The nine trapped lines together have $f=0.037$ in both methods. Individually their strengths change by between $-6\%$ and $+9\%$.

**Q:** So may I trust TDA for weak lines?

**A:** For the energies of lines below the band or trapped in it, yes. For their relative intensities, not in general: strong transitions screen a weak one, and TDA and RPA screen it by different amounts. Consider the weak transition $w$ below the band, with $\lambda>0$. Separate its term from the band sums in (4) and (5):

$$1+\lambda\Pi_R(\omega)=\frac{2\lambda\varepsilon_wq_w^2}{\omega^2-\varepsilon_w^2},\qquad 1+\lambda\Pi_T(\omega)=\frac{\lambda q_w^2}{\omega-\varepsilon_w},$$

$$\Pi_T(\omega)=\sum_{\rm band}\frac{q_a^2}{\varepsilon_a-\omega},\qquad \Pi_R(\omega)=\Pi_T(\omega)+\sum_{\rm band}\frac{q_a^2}{\varepsilon_a+\omega}.$$

For small $q_w^2$ the root is close to $\varepsilon_w$, so $\omega^2-\varepsilon_w^2\approx2\varepsilon_w(\omega-\varepsilon_w)$. To leading order both methods give the shift

$$\delta=\frac{\lambda q_w^2}{1+\lambda\Pi(\varepsilon_w)},$$

each with its own $\Pi$. In both normalization sums the weak term becomes $q_w^2/\delta^2$, which grows as $1/q_w^2$ while the band terms stay finite. Hence $1=\lambda^2D_w^2q_w^2/\delta^2$, and

$$D_w^2=\frac{q_w^2}{(1+\lambda\Pi)^2},\qquad \frac{D_{w,\rm TDA}^2}{D_{w,\rm RPA}^2}=\left(\frac{1+\lambda\Pi_R}{1+\lambda\Pi_T}\right)^2. \tag{6}$$

The band polarizes against the weak transition and screens it. TDA omits the part of this polarizability with $\varepsilon_a+\omega$ in the denominator, so it screens too little.

In the example the weak line lies at 2.0016 eV in TDA and 2.0013 eV in RPA. Its strength is $1.24\times10^{-4}$ against $8.0\times10^{-5}$: 54% too large relative to RPA, but a negligible part of the total sum.

Without the band, the degenerate result applies with $G=\lambda q_w^2/\varepsilon_w=0.80(0.005)/2.0=0.002$. The strength error is then 0.2%, and the energy error $\varepsilon_wG^2/2=4\times10^{-6}$ eV.

**Q:** How bad can the screening error become?

**A:** Below the band each omitted term is smaller than its partner in $\Pi_T$, so $\Pi_T<\Pi_R<2\Pi_T$ and the ratio in (6) stays below 4. Close to the band, $\Pi_T$ is dominated by small denominators and the ratio tends to 1. With the weak line at 1.0, 3.0 and 3.9 eV, the $D^2$ ratio is 1.78, 1.33 and 1.10. The error therefore does not follow the amount of screening: in RPA $(1+\lambda\Pi_R)^2$ is about 100 at 3.9 eV but only 7.5 at 1.0 eV. The bound of 4 holds only below the band. The derivation of (6) carries over to a weak line above the band, where $\Pi_T$ is negative; there (6) gives a ratio of 0.23 at 7.5 eV and 5.3 at 10 eV.

Formula (6) fails if $1+\lambda\Pi$ approaches zero, which is the dispersion relation of the band alone: it happens when the weak line meets one of the band's own lines in that method, either a trapped one or the collective one above the band. A line with $q_w=0$ but $d_w\ne0$ decouples in (1), and both methods leave it unchanged.

**Q:** Is there a warning sign within a TDA calculation itself?

**A:** Compare length and velocity intensities. Define the velocity moment $v_n=\sum_a\varepsilon_ad_a(X_a-Y_a)$ and $f_n^V=2v_n^2/\omega_n$. Subtracting the two equations in (1) gives $\varepsilon_a(X_a-Y_a)=\omega(X_a+Y_a)$. Thus $v_n=\omega_nD_n$, and the RPA forms agree line by line.

In TDA, $v_n=\sum_a\varepsilon_ad_aX_a$. Completeness of the eigenvectors of $A$ gives

$$\sum_nf_n^V=2\sum_a\varepsilon_ad_az_a,\qquad \sum_bA_{ab}z_b=\varepsilon_ad_a.$$

Written out, $z_a=d_a-\lambda(q_a/\varepsilon_a)(q\cdot z)$. Multiplying by $q_a$ and summing gives $q\cdot z=d\cdot q/(1+\lambda\sum_aq_a^2/\varepsilon_a)$, so

$$\sum_nf_n^V=2\sum_a\varepsilon_ad_a^2-\frac{2\lambda(d\cdot q)^2}{1+\lambda\sum_aq_a^2/\varepsilon_a}.$$

For $\lambda>0$ and $d\cdot q\ne0$ the velocity sum is too small while the length sum is too large. The mixed sum $2\sum_nD_nv_n=2\sum_a\varepsilon_ad_a^2$ is correct, again by completeness. In the example the length, velocity and mixed sums are 3.27, 1.00 and 1.80.

A large length-velocity gap on a strong line therefore signals the spurious current, provided that nothing else causes a gap, such as an incomplete basis or, when the velocity is computed from the momentum operator, a nonlocal external potential such as a pseudopotential. The gap does not measure the error of a weak line. With $Y=0$, (1) gives $\varepsilon_aX_a=\omega X_a-\lambda q_aT$, so for $d=q$ we have $v_n=(\omega_n-\lambda S)D_n$ and $f_n^V/f_n=(1-\lambda S/\omega_n)^2$, fixed by the line energy alone. With $\lambda S=4.004$ eV this ratio is 0.31 for the collective line, 1.00 by accident for the weak line at 2.0 eV, which is 54% too strong, and about $10^{-4}$ for the lowest trapped line, whose length strength is within 9% of RPA. A correct total does not certify each line, since strength can be misplaced without changing the sum. The numerical check compares the length, velocity and mixed sums with direct diagonalization.

## Values computed for the example and the checks

```
Two electrons: quartic 0.05, coupling 0.40 (a.u.)
  CI  strong line 1.2899 hartree, f 1.9975, sum f 2.0000
  RPA strong line 1.2868 hartree, f 1.9980, sum f 2.0000
  TDA strong line 1.2991 hartree, f 2.3158, sum f 2.3180
Band: 10 lines, 4.0 to 5.8 eV, d^2 0.500 bohr^2 each
Weak line: 2.0 eV, d^2 0.0050 bohr^2
Coupling: 0.80 eV/bohr^2; sum d^2 5.005 bohr^2
Bare sum f: 1.8015
RPA sum f: 1.8015; TDA sum f: 3.2744
TDA excess: 1.4729, relative to bare sum 0.8176
Collective energy: TDA 8.9844 eV, RPA 8.0631 eV, ratio 1.1143
Collective D^2: TDA 4.9024, RPA 2.9780 bohr^2
Collective f: TDA 3.2373, RPA 1.7648, ratio 1.8343
Collective f change / total excess: 0.9997
Trapped lines, total f: TDA 0.03697, RPA 0.03653
Trapped lines, largest energy difference: 0.00423 eV
Trapped lines, TDA/RPA f ratio: 0.9415 to 1.0851
Weak energy: TDA 2.001640 eV, RPA 2.001323 eV
Weak f: TDA 1.2367e-04, RPA 8.0469e-05, ratio 1.5368
TDA velocity sum f: 0.9965; mixed sum f: 1.8015
Weak line alone: TDA/RPA f ratio 1.00200, energy difference 3.99e-06 eV
Weak line below band: position eV, D^2 ratio, formula, dE meV
  1.0  1.7815  1.7798  0.4896
  2.0  1.5366  1.5363  0.3172
  3.0  1.3283  1.3284  0.1586
  3.9  1.0975  1.0981  0.0191
Weak at 0.05 eV, coupling 100 eV/bohr^2: D^2 ratio 3.8808
Degenerate band, TDA/RPA ratios: G, energy, D^2, f
  -0.30  1.106797  0.6325  0.7000
   0.01  1.000049  1.0100  1.0100
   0.10  1.004158  1.0954  1.1000
   0.50  1.060660  1.4142  1.5000
   1.00  1.154701  1.7321  2.0000
At G = -0.5 RPA energy is zero; TDA energy / bare energy: 0.5000
```
